# Vapour Pressure of a Liquid Precursor under Inert Carrier Gas: verification in Python

```python
"""Poynting effect for a precursor under an inert carrier gas.

Result under test: p/p0 = exp(V*(P - p0)/(R*T))
  p   precursor partial pressure under carrier, p0 the same without carrier
  P   total pressure, V molar volume of the condensed precursor
  R   gas constant, T temperature
The independent road is a closed vessel whose Helmholtz energy is minimised
over the evaporated amount. All internal quantities are in SI units.
Gas species 1 is the carrier, species 2 is the precursor.
"""
import math
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

mp.mp.dps = 30
R = const.R
T = 400.0
RT = R * T
V = 200e-6
BAR = const.bar
TORR = const.torr
p0_input = 20 * TORR
enthalpy = 55e3
compressibility = 1e-9
dissolved_fraction = 1e-3
dissolved_volume = 50e-6
precursor_total = 0.01
gas_space = 1e-3


def poynting_log(total, saturated, temperature=T):
    return V * (total - saturated) / (R * temperature)


def percent(log_ratio):
    return 100 * math.expm1(log_ratio)


def vessel(carrier, v=V, dissolved=0.0, virial=(0.0, 0.0, 0.0)):
    """Equilibrium of liquid and gas from derivatives of the free energy."""
    b11, b12, b22 = virial
    volume = gas_space + precursor_total * v
    liquid_energy = mp.log(p0_input / RT)

    def energy(n, vol):
        # Helmholtz energy divided by R*T; n is the evaporated amount
        liquid = precursor_total - n
        gas_vol = vol - liquid * v - dissolved * dissolved_volume
        f = liquid * liquid_energy + n * (mp.log(n / gas_vol) - 1)
        if carrier > 0:
            f += carrier * (mp.log(carrier / gas_vol) - 1)
        if dissolved > 0:
            whole = liquid + dissolved
            f += liquid * mp.log(liquid / whole)
            f += dissolved * mp.log(dissolved / whole)
        pairs = n**2 * b22 + 2 * n * carrier * b12 + carrier**2 * b11
        return f + pairs / gas_vol

    guess = mp.mpf(p0_input * gas_space / RT)
    n_eq = mp.findroot(
        lambda n: mp.diff(lambda m: energy(m, volume), n),
        (guess, 1.1 * guess))
    total = -RT * mp.diff(lambda w: energy(n_eq, w), volume)
    y2 = n_eq / (n_eq + carrier)
    x = dissolved / (precursor_total - n_eq + dissolved)
    return {"p": float(y2 * total), "P": float(total),
            "y2": float(y2), "n": float(n_eq), "x": float(x)}


# Exponential law, at ordinary and at high pressure
carrier_1bar = (BAR - p0_input) * gas_space / RT
bare = vessel(0.0)
ideal = vessel(carrier_1bar)
dense = vessel(100 * carrier_1bar)
for state in (ideal, dense):
    found = math.log(state["p"] / bare["p"])
    assert abs(found - poynting_log(state["P"], bare["p"])) < 1e-11
assert dense["p"] / bare["p"] > 1.5

# Without condensed volume the carrier has no effect
flat_bare = vessel(0.0, v=0.0)
flat = vessel(carrier_1bar, v=0.0)
assert abs(flat["p"] / flat_bare["p"] - 1) < 1e-11

# Dissolved carrier in an ideal solution
n_dissolved = dissolved_fraction * (precursor_total - bare["n"])
wet = vessel(carrier_1bar, dissolved=n_dissolved)
wet_log = math.log(wet["p"] / bare["p"])
wet_formula = poynting_log(wet["P"], bare["p"]) + math.log(1 - wet["x"])
assert abs(wet_log - wet_formula) < 1e-11


# Second virial coefficients of Lennard-Jones pairs, by two integrals
def second_virial(sigma, well_kelvin):
    beta = well_kelvin / T
    size = 2 * math.pi * const.N_A * sigma**3

    def u(s):
        return 4 * beta * (s**-12 - s**-6)

    def mayer(s):
        return -math.expm1(-u(s)) * s**2

    def force(s):
        slope = 4 * beta * (-12 * s**-13 + 6 * s**-7)
        return -slope * math.exp(-u(s)) * s**3 / 3

    values = []
    for integrand in (mayer, force):
        parts = [quad(integrand, a, b, limit=200)[0]
                 for a, b in ((1e-3, 0.8), (0.8, 2), (2, math.inf))]
        values.append(size * sum(parts))
    assert abs(values[0] - values[1]) < 1e-6 * size
    return values[0]


sigma1, sigma2 = 0.36e-9, 0.65e-9
well1, well2 = 100.0, 500.0
sigma12 = (sigma1 + sigma2) / 2
well12 = math.sqrt(well1 * well2)
B11 = second_virial(sigma1, well1)
B12 = second_virial(sigma12, well12)
B22 = second_virial(sigma2, well2)
virial = (B11, B12, B22)


def imperfect_log(state, saturated):
    y1 = 1 - state["y2"]
    delta = 2 * B12 - B11 - B22
    return ((V - B22) * (state["P"] - saturated)
            - y1**2 * delta * state["P"]) / RT


# The virial formula is first order, so second-order terms set the tolerance
real_bare = vessel(0.0, virial=virial)
real = vessel(carrier_1bar, virial=virial)
real_log = math.log(real["p"] / real_bare["p"])
assert abs(real_log - imperfect_log(real, real_bare["p"])) < 2e-5
gas_part = real_log - poynting_log(real["P"], real_bare["p"])
full = vessel(carrier_1bar, dissolved=n_dissolved, virial=virial)
full_log = math.log(full["p"] / real_bare["p"])
full_formula = imperfect_log(full, real_bare["p"]) + math.log(1 - full["x"])
assert abs(full_log - full_formula) < 2e-5

# Compressible liquid: quadrature against the leading correction
excess = BAR - p0_input
work = quad(lambda d: V * math.exp(-compressibility * d), 0, excess,
            epsabs=0, epsrel=1e-12)[0]
loss = compressibility * excess / 2
assert abs(work / (V * excess) - (1 - loss)) < 1e-7

# Headline numbers
headline_log = poynting_log(p0_input + BAR, p0_input)
total_log = poynting_log(BAR, p0_input)
assert abs(percent(headline_log) - 0.6) < 0.01
p_new = p0_input * math.exp(total_log)

# Delivery by a saturated carrier stream
mole_ratio = ideal["n"] / carrier_1bar
assert abs(mole_ratio / (ideal["p"] / (ideal["P"] - ideal["p"])) - 1) < 1e-11
carrier_flow = 100e-6 * const.atm / (R * const.zero_Celsius)
flow_old = carrier_flow * p0_input / (BAR - p0_input)
flow_new = carrier_flow * p_new / (BAR - p_new)
flow_change = flow_new / flow_old - 1
gain = BAR / (BAR - p0_input)
assert abs(flow_change - gain * math.expm1(total_log)) < 1e-5

# Temperature rise that gives the same increase of vapour pressure
shift = brentq(lambda d: enthalpy / R * (1 / T - 1 / (T + d)) - total_log,
               0, 5, xtol=1e-12)
shift_formula = RT * T * total_log / enthalpy
assert abs(shift / shift_formula - 1) < 1e-3

print(f"Temperature: {T:.0f} K")
print(f"Condensed molar volume V: {V*1e6:.0f} cm3/mol")
print(f"Vapour pressure without carrier p0: {p0_input/TORR:.2f} Torr")
print(f"p0 in bar: {p0_input/BAR:.5f} bar")
print(f"R*T: {RT:.2f} J/mol")
print(f"Ideal-gas molar volume at 1 bar: {RT/BAR*1e6:.0f} cm3/mol")
print(f"V times 1 bar: {V*BAR:.2f} J/mol")
print(f"Exponent for P - p0 = 1 bar: {headline_log:.6f}")
print(f"Increase for P - p0 = 1 bar: {percent(headline_log):.4f} %")
print(f"Exponent for total P = 1 bar: {total_log:.6f}")
print(f"Increase for total P = 1 bar: {percent(total_log):.4f} %")
print(f"Partial pressure at total P = 1 bar: {p_new/TORR:.4f} Torr")
for pressure in (0.1, 10, 100):
    value = percent(poynting_log(pressure * BAR, p0_input))
    print(f"Increase at total P = {pressure:g} bar: {value:.4f} %")
cool = percent(V * BAR / (R * 340.0))
print(f"Increase at 340 K, P - p0 = 1 bar, same V: {cool:.4f} %")
vessel_rise = 100 * (ideal["p"] / bare["p"] - 1)
print(f"Vessel, ideal gas, total pressure: {ideal['P']/BAR:.5f} bar")
print(f"Vessel, ideal gas, increase: {vessel_rise:.4f} %")
print(f"Vessel, dense case, total pressure: {dense['P']/BAR:.3f} bar")
print(f"Vessel, dense case, ratio p/p0: {dense['p']/bare['p']:.5f}")
print(f"Carrier flow (100 sccm): {carrier_flow*1e6:.1f} umol/min")
print(f"Precursor flow without Poynting: {flow_old*1e6:.3f} umol/min")
print(f"Precursor flow with Poynting: {flow_new*1e6:.3f} umol/min")
print(f"Change of precursor flow: {100*flow_change:.4f} %")
print(f"Delivery multiplier P/(P - p0): {gain:.5f}")
print(f"Enthalpy of vaporisation: {enthalpy/1e3:.0f} kJ/mol")
print(f"Equivalent temperature rise: {shift:.4f} K")
print(f"Rough compressibility: {compressibility*1e9:.1f} 1/GPa")
print(f"Exponent lost to compressibility: {loss*1e6:.1f} ppm of itself")
print(f"Rough dissolved carrier fraction: {wet['x']:.5f}")
print(f"Change of p by dissolved carrier: {-100*wet['x']:.3f} %")
print(f"LJ diameters 1, 2: {sigma1*1e9:.2f}, {sigma2*1e9:.2f} nm")
print(f"LJ well depths over k 1, 2: {well1:.0f}, {well2:.0f} K")
print(f"LJ mixed diameter: {sigma12*1e9:.3f} nm")
print(f"LJ mixed well depth over k: {well12:.1f} K")
print(f"B11 carrier-carrier: {B11*1e6:.1f} cm3/mol")
print(f"B12 carrier-precursor: {B12*1e6:.1f} cm3/mol")
print(f"B22 precursor-precursor: {B22*1e6:.1f} cm3/mol")
print(f"Gas-imperfection part near 1 bar: {percent(gas_part):.3f} %")
print(f"Poynting plus gas imperfection: {percent(real_log):.3f} %")
print(f"All three with dissolved carrier: {percent(full_log):.3f} %")
print("tests ok")
```

Output:

```
Temperature: 400 K
Condensed molar volume V: 200 cm3/mol
Vapour pressure without carrier p0: 20.00 Torr
p0 in bar: 0.02666 bar
R*T: 3325.79 J/mol
Ideal-gas molar volume at 1 bar: 33258 cm3/mol
V times 1 bar: 20.00 J/mol
Exponent for P - p0 = 1 bar: 0.006014
Increase for P - p0 = 1 bar: 0.6032 %
Exponent for total P = 1 bar: 0.005853
Increase for total P = 1 bar: 0.5870 %
Partial pressure at total P = 1 bar: 20.1174 Torr
Increase at total P = 0.1 bar: 0.0441 %
Increase at total P = 10 bar: 6.1811 %
Increase at total P = 100 bar: 82.4309 %
Increase at 340 K, P - p0 = 1 bar, same V: 0.7100 %
Vessel, ideal gas, total pressure: 1.00000 bar
Vessel, ideal gas, increase: 0.5870 %
Vessel, dense case, total pressure: 97.353 bar
Vessel, dense case, ratio p/p0: 1.79550
Carrier flow (100 sccm): 4461.5 umol/min
Precursor flow without Poynting: 122.223 umol/min
Precursor flow with Poynting: 122.960 umol/min
Change of precursor flow: 0.6032 %
Delivery multiplier P/(P - p0): 1.02739
Enthalpy of vaporisation: 55 kJ/mol
Equivalent temperature rise: 0.1416 K
Rough compressibility: 1.0 1/GPa
Exponent lost to compressibility: 48.7 ppm of itself
Rough dissolved carrier fraction: 0.00100
Change of p by dissolved carrier: -0.100 %
LJ diameters 1, 2: 0.36, 0.65 nm
LJ well depths over k 1, 2: 100, 500 K
LJ mixed diameter: 0.505 nm
LJ mixed well depth over k: 223.6 K
B11 carrier-carrier: 6.8 cm3/mol
B12 carrier-precursor: -133.8 cm3/mol
B22 precursor-precursor: -1293.5 cm3/mol
Gas-imperfection part near 1 bar: 0.889 %
Poynting plus gas imperfection: 1.482 %
All three with dissolved carrier: 1.380 %
tests ok
```
